# Degree of a Chebyshev Expansion for the Projector of an Insulator: a numerical check

```python
"""
Result under test: for a gapped Hermitian H the projector on the levels below mu
is reproduced to spectral-norm error eps by a Chebyshev series of degree
    N = ceil(2 ln(1/eps) / arcsinh(delta)),   delta = gap / spectral width,
of the smoothed step F(x) = erfc(k (x - x0)) / 2 with k = sqrt(ln(1/eps)) / delta.
x   : energy shifted and scaled so that the spectrum lies in [-1, 1]
x0  : scaled chemical potential (middle of the gap)
L   : ln(1/eps);  s : imaginary shift of the Chebyshev angle
"""
import numpy as np
from numpy.polynomial.chebyshev import chebval
from scipy.constants import physical_constants
from scipy.fft import dct
from scipy.optimize import linprog
from scipy.special import erfc, expit

pi = np.pi


def cheb_coeffs(func, nodes=8192):
    """Chebyshev coefficients by Gauss-Chebyshev quadrature."""
    theta = (np.arange(nodes) + 0.5) * pi / nodes
    c = dct(func(np.cos(theta)), type=2) / nodes
    c[0] *= 0.5
    return c


def smooth_step(k, x0=0.0):
    return lambda x: 0.5 * erfc(k * (x - x0))


def two_bands(delta, x0=0.0, n=600):
    """Points on [-1, x0-delta] and [x0+delta, 1], dense at the gap edges."""
    u = np.linspace(0.0, 1.0, n) ** 2
    low = x0 - delta - (1 + x0 - delta) * u
    high = x0 + delta + (1 - x0 - delta) * u
    return np.clip(np.concatenate([low[::-1], high]), -1, 1)


def errors_by_degree(c, x, x0, nmax):
    """Largest deviation from the sharp step on x for each degree 0..nmax."""
    cheb = np.cos(np.outer(np.arange(nmax + 1), np.arccos(x)))
    partial = np.cumsum(c[:nmax + 1, None] * cheb, axis=0)
    return np.max(np.abs(partial - (x < x0)), axis=1)


def smallest_degree(err, eps):
    bad = np.nonzero(err > eps)[0]
    assert bad[-1] < len(err) - 1, "degree range too short"
    return int(bad[-1]) + 1


def degree_formula(eps, delta):
    return int(np.ceil(2 * np.log(1 / eps) / np.arcsinh(delta)))


# --- contour-shifted integral for a coefficient against direct quadrature
k, x0, s, n = 20.0, -0.3, 0.1, 40
theta = np.arange(4000) * 2 * pi / 4000
z = np.cos(theta + 1j * s)
slope_F = -k / np.sqrt(pi) * np.exp(-k**2 * (z - x0) ** 2)
integral = np.mean(slope_F * np.sin(theta + 1j * s) * np.exp(1j * n * theta)) * 2 * pi
shifted = np.exp(-n * s) * integral / (1j * pi * n)
direct = cheb_coeffs(smooth_step(k, x0))[n]
assert abs(shifted - direct) < 1e-12
print(f"c_40 (k=20, x0=-0.3): direct {direct:.8e}, shifted {shifted.real:.8e}")

# --- coefficient bound for several sharpnesses, positions and shifts
tightest = 0.0
for k in (10.0, 30.0):
    for x0 in (0.0, -0.3, 0.7):
        c = np.abs(cheb_coeffs(smooth_step(k, x0)))
        n = np.arange(1, 400)
        for s in (0.01, 0.03, 0.1, 0.2, 0.3):
            bound = (np.exp(k**2 * np.sinh(s) ** 2 - n * s) / (pi * n)
                     * (2 + 4 * k * np.sinh(s) / np.sqrt(pi)))
            assert np.all(c[1:400] <= bound + 1e-14)
            big = c[1:400] > 1e-12
            tightest = max(tightest, np.max(c[1:400][big] / bound[big]))
print(f"largest |c_n|/bound found: {tightest:.3f}")

# --- Gaussian decay of the coefficients for a centred step
k = 40.0
n = np.arange(1, 122, 2)
c = cheb_coeffs(smooth_step(k))[n]
gauss = -2 / (pi * n) * np.sin(n * pi / 2) * np.exp(-n**2 / (4 * k**2))
deviation = np.max(np.abs(c / gauss - 1))
assert deviation < 0.01
print(f"Gaussian coefficient law, k=40, n<=121: max rel. deviation {deviation:.1e}")

# --- prefactor of the total bound stays below one for L >= 1
Lgrid = np.linspace(1, 40, 400)
assert np.all(erfc(np.sqrt(Lgrid)) <= np.exp(-Lgrid) / np.sqrt(pi * Lgrid))
prefactor = (1 / (2 * np.sqrt(pi * Lgrid)) + 1 / (pi * Lgrid)
             + 2 / (pi * np.sqrt(pi * Lgrid)))
assert np.all(prefactor < 1)
print(f"prefactor of exp(-L) in total bound at L=1: {prefactor[0]:.4f}")
print(f"largest N*delta/L from formula, 2/arcsinh(1): {2 / np.arcsinh(1.0):.4f}")

# --- guaranteed accuracy on two bands, and the degree really needed
found = {}
print("delta  eps     N formula  smallest N  (smallest N)*delta/L   [x0=0]")
for delta in (0.2, 0.1, 0.05):
    for eps in (0.3, 1e-3, 1e-6, 1e-10):
        L = np.log(1 / eps)
        N = degree_formula(eps, delta)
        for x0 in (0.0, -0.4, 0.6):
            c = cheb_coeffs(smooth_step(np.sqrt(L) / delta, x0))
            tail_bound = eps * (1 / (pi * L) + 2 / (pi * np.sqrt(pi * L)))
            assert np.sum(np.abs(c[N + 1:4096])) <= tail_bound + 1e-12
            err = errors_by_degree(c, two_bands(delta, x0), x0, N)
            assert err[N] <= eps
            if x0 == 0.0 and eps < 0.1:
                found[delta, eps] = smallest_degree(err, eps)
                m = found[delta, eps]
                print(f"{delta:<6} {eps:.0e}   {N:5d}      {m:5d}       {m * delta / L:.3f}")
for delta in (0.2, 0.1, 0.05):
    slope = (found[delta, 1e-10] - found[delta, 1e-6]) * delta / np.log(1e4)
    assert 1.8 < slope < 2.2
    print(f"delta={delta}: delta*dN/dL between eps 1e-6 and 1e-10: {slope:.3f}")
scaled = [found[d, 1e-6] * d for d in (0.2, 0.1, 0.05)]
assert max(scaled) / min(scaled) < 1.08

# --- balance at fixed degree: best sharpness against sqrt(N / (2 delta))
delta, N = 0.1, 201
x = two_bands(delta)


def error_at(k, N, x):
    c = cheb_coeffs(smooth_step(k))
    return np.max(np.abs(chebval(x, c[:N + 1]) - (x < 0)))


k_balance = np.sqrt(N / (2 * delta))
k_scan = k_balance * np.linspace(0.7, 1.4, 71)
e_scan = [error_at(k, N, x) for k in k_scan]
k_best = k_scan[int(np.argmin(e_scan))]
assert abs(k_best / k_balance - 1) < 0.15
print(f"N=201, delta=0.1: balanced k {k_balance:.2f}, best k {k_best:.2f}")
print(f"  error at balanced k {error_at(k_balance, N, x):.2e}, at best k "
      f"{min(e_scan):.2e}, exp(-N delta/2) {np.exp(-N * delta / 2):.2e}")

# --- Fermi-Dirac smoothing needs a degree quadratic in L
need = {}
for eps in (1e-5, 1e-10):
    L = np.log(1 / eps)
    kappa = np.log(2 / eps) / delta
    c_fd = cheb_coeffs(lambda y: expit(-kappa * y))
    c_er = cheb_coeffs(smooth_step(np.sqrt(L) / delta))
    need["fd", eps] = smallest_degree(errors_by_degree(c_fd, x, 0.0, 2500), eps)
    need["er", eps] = smallest_degree(errors_by_degree(c_er, x, 0.0, 800), eps)
    print(f"delta=0.1, eps={eps:.0e}: degree erfc {need['er', eps]}, Fermi-Dirac "
          f"{need['fd', eps]}, L^2/(pi delta) {L**2 / (pi * delta):.0f}")
ratio_fd = need["fd", 1e-10] / need["fd", 1e-5]
ratio_er = need["er", 1e-10] / need["er", 1e-5]
assert ratio_fd > 3.4 and ratio_er < 2.8
print(f"degree growth when L doubles: erfc {ratio_er:.2f}, Fermi-Dirac {ratio_fd:.2f}")

# --- best possible polynomial (linear programming) and the general lower bound
delta = 0.2
for N in (15, 31):
    y = (1 + delta) / 2 + (1 - delta) / 2 * np.cos(np.linspace(0, pi, 400))
    odd = np.cos(np.outer(np.arccos(np.clip(y, -1, 1)), np.arange(1, N + 1, 2)))
    ones = np.ones((len(y), 1))
    A = np.vstack([np.hstack([odd, -ones]), np.hstack([-odd, -ones])])
    b = np.concatenate([0.5 * np.ones(len(y)), -0.5 * np.ones(len(y))])
    cost = np.zeros(odd.shape[1] + 1)
    cost[-1] = 1.0
    lp = linprog(cost, A_ub=A, b_ub=b, bounds=(None, None), method="highs")
    assert lp.status == 0
    best = lp.x[-1]
    q = 1 / (4 * np.cosh(2 * N * np.arctanh(delta)))
    floor = 2 * q / (1 + np.sqrt(1 + 4 * q))
    e_erfc = error_at(np.sqrt(N / (2 * delta)), N, two_bands(delta))
    assert floor < best < e_erfc
    print(f"delta=0.2, N={N}: lower bound {floor:.2e}, best polynomial {best:.2e}, "
          f"erfc {e_erfc:.2e}")

# --- worked example: ring of two-site cells
cells, t_in, t_out, t_same, eps = 100, 3.5, 2.5, 0.25, 1e-6
M = 2 * cells
H = np.zeros((M, M))
for i in range(M):
    j, l = (i + 1) % M, (i + 2) % M
    H[i, j] = H[j, i] = t_in if i % 2 == 0 else t_out
    H[i, l] = H[l, i] = t_same
E, V = np.linalg.eigh(H)
P = V[:, :cells] @ V[:, :cells].T
gap, W = E[cells] - E[cells - 1], E[-1] - E[0]
mu, centre = (E[cells] + E[cells - 1]) / 2, (E[-1] + E[0]) / 2
delta, x0, L = gap / W, (mu - centre) / (W / 2), np.log(1 / eps)
k, N = np.sqrt(L) / delta, degree_formula(eps, delta)
width = (W / 2) / k
hartree = physical_constants["Hartree energy in eV"][0]
print(f"ring: {cells} cells, hoppings {t_in}, {t_out}, {t_same} eV, eps={eps:.0e}")
print(f"spectrum {E[0]:.4f} to {E[-1]:.4f} eV, W = {W:.4f} eV, centre {centre:.4f} eV")
print(f"band edges {E[cells - 1]:.4f} and {E[cells]:.4f} eV, gap {gap:.4f} eV, mu {mu:.4f} eV")
print(f"delta {delta:.5f}, x0 {x0:.5f}, L {L:.4f}, arcsinh(delta) {np.arcsinh(delta):.5f}")
print(f"k {k:.3f}, smoothing width {width:.4f} eV = {width / hartree:.5f} hartree")
print(f"degree N {N}, small-delta estimate 2L/delta {2 * L / delta:.1f}")

F = smooth_step(k, x0)
c = cheb_coeffs(F)
X = (H - centre * np.eye(M)) / (W / 2)
older, newer = np.eye(M), X.copy()
poly = c[0] * older + c[1] * newer
for n in range(2, N + 1):
    older, newer = newer, 2 * X @ newer - older
    poly += c[n] * newer
xs = np.clip((E - centre) / (W / 2), -1, 1)
occupied = (np.arange(M) < cells).astype(float)
smoothing = np.max(np.abs(F(xs) - occupied))
truncation = np.max(np.abs(chebval(xs, c[:N + 1]) - F(xs)))
total = np.linalg.norm(poly - P, 2)
assert total <= eps and total <= smoothing + truncation + 1e-12
print(f"smoothing error {smoothing:.2e}, truncation error {truncation:.2e}")
print(f"spectral-norm error of the matrix polynomial {total:.2e}")
n_min = smallest_degree(errors_by_degree(c, xs, x0, N), eps)
print(f"smallest sufficient degree at this k on this spectrum {n_min}")
d_num = np.trace(poly) - cells
d_en = np.trace((H - mu * np.eye(M)) @ (poly - P))
en_bound = eps * np.sum(np.abs(E - mu))
assert abs(d_num) <= M * eps and abs(d_en) <= en_bound
print(f"electron-number error {d_num:.1e}, bound {M * eps:.1e}")
print(f"error of Tr[(H-mu)p] {d_en:.1e} eV, bound {en_bound:.1e} eV")
for label, factor in (("doubled", 2.0), ("halved", 0.5)):
    G = smooth_step(k / factor, x0)
    cg = cheb_coeffs(G)
    sm = np.max(np.abs(G(xs) - occupied))
    tr = np.max(np.abs(chebval(xs, cg[:N + 1]) - G(xs)))
    assert (sm > 10 * eps and sm > tr) if factor > 1 else (tr > 10 * eps and tr > sm)
    print(f"width {label}, same N: smoothing {sm:.1e}, truncation {tr:.1e}")

print("OK")
```

Printed output:

```
c_40 (k=20, x0=-0.3): direct 2.01122006e-03, shifted 2.01122006e-03
largest |c_n|/bound found: 0.896
Gaussian coefficient law, k=40, n<=121: max rel. deviation 3.8e-04
prefactor of exp(-L) in total bound at L=1: 0.9596
largest N*delta/L from formula, 2/arcsinh(1): 2.2692
delta  eps     N formula  smallest N  (smallest N)*delta/L   [x0=0]
0.2    1e-03      70         47       1.361
0.2    1e-06     140        113       1.636
0.2    1e-10     232        203       1.763
0.1    1e-03     139         95       1.375
0.1    1e-06     277        225       1.629
0.1    1e-10     462        405       1.759
0.05   1e-03     277        189       1.368
0.05   1e-06     553        451       1.632
0.05   1e-10     922        811       1.761
delta=0.2: delta*dN/dL between eps 1e-6 and 1e-10: 1.954
delta=0.1: delta*dN/dL between eps 1e-6 and 1e-10: 1.954
delta=0.05: delta*dN/dL between eps 1e-6 and 1e-10: 1.954
N=201, delta=0.1: balanced k 31.70, best k 33.60
  error at balanced k 4.04e-06, at best k 2.15e-06, exp(-N delta/2) 4.32e-05
delta=0.1, eps=1e-05: degree erfc 181, Fermi-Dirac 387, L^2/(pi delta) 422
delta=0.1, eps=1e-10: degree erfc 405, Fermi-Dirac 1577, L^2/(pi delta) 1688
degree growth when L doubles: erfc 2.24, Fermi-Dirac 4.07
delta=0.2, N=15: lower bound 1.14e-03, best polynomial 9.71e-03, erfc 3.52e-02
delta=0.2, N=31: lower bound 1.74e-06, best polynomial 2.77e-04, erfc 7.28e-03
ring: 100 cells, hoppings 3.5, 2.5, 0.25 eV, eps=1e-06
spectrum -5.5000 to 6.5000 eV, W = 12.0000 eV, centre 0.5000 eV
band edges -1.5000 and 0.5000 eV, gap 2.0000 eV, mu -0.5000 eV
delta 0.16667, x0 -0.16667, L 13.8155, arcsinh(delta) 0.16590
k 22.302, smoothing width 0.2690 eV = 0.00989 hartree
degree N 167, small-delta estimate 2L/delta 165.8
smoothing error 7.34e-08, truncation error 4.43e-09
spectral-norm error of the matrix polynomial 7.32e-08
smallest sufficient degree at this k on this spectrum 134
electron-number error -1.4e-08, bound 2.0e-04
error of Tr[(H-mu)p] 3.6e-07 eV, bound 7.9e-04 eV
width doubled, same N: smoothing 4.3e-03, truncation 2.2e-16
width halved, same N: smoothing 3.8e-26, truncation 2.7e-04
OK
```
